\section*{Thermal Healing Length and Midpoint Uniformity of a Joule-Heated Interconnect}

\section{Definitions and conventions}

A straight metal line of width $w$, thickness $h$ and length $L$ lies on a dielectric of thickness $d$. Below the dielectric is a heat sink at temperature $T_0$. The coordinate $x$ runs along the line from its midpoint, so the ends are at $x=\pm L/2$. The temperature rise is $\theta(x)=T(x)-T_0$, and $A=wh$ is the metal cross-section.

The line carries a steady current density $j$. Its resistivity is $\rho=\rho_0(1+\alpha\theta)$, with $\rho_0$ and $\alpha$ taken at $T_0$. The thermal conductivities of metal and dielectric are $k_m$ and $k_d$, both constant. The heat lost to the sink per unit length of line is $g\theta$, which defines the leakage conductance $g$, in W/(m\,K).

The top and sides of the line, and the free dielectric surface, are taken to lose no heat. Interfaces are perfect, and $\theta$ is uniform over the metal cross-section.

The plateau rise $\theta_p$ is the rise of a very long line far from its ends. The midpoint is called nearly uniform, to tolerance $\varepsilon$, when
\begin{equation}
\delta\equiv\frac{\theta_p-\theta(0)}{\theta_p}\le\varepsilon .
\end{equation}
A vanishing slope at the midpoint would be no criterion: with equal ends, symmetry gives $\theta'(0)=0$ at every length.

\section{Back-of-envelope estimate}

Let the temperature change by $\Delta\theta$ over an axial distance $\ell$. Conduction along the metal carries a power of about $k_m wh\,\Delta\theta/\ell$. If heat crosses the dielectric straight down, the same stretch leaks about $k_d w\ell\,\Delta\theta/d$. Equating the two gives
\begin{equation}
\ell=\sqrt{\frac{k_m h d}{k_d}} .
\label{eq:rough}
\end{equation}
The width cancels because both powers are proportional to it.

A cold end depresses the temperature by an amount that decays as $e^{-s/\ell}$ with distance $s$ from that end. At the midpoint the two ends together produce a fractional deficit of about $2e^{-L/2\ell}$. Setting this equal to $\varepsilon$ gives $L\approx2\ell\ln(2/\varepsilon)$, or about $10.6\,\ell$ for 1\%.

Take a copper line with $w=1000$ nm and $h=200$ nm on silicon dioxide with $d=500$ nm. With $k_m=364$ and $k_d=1.3$ W/(m\,K),
\[
\ell=\sqrt{\frac{364\,(200\times10^{-9})(500\times10^{-9})}{1.3}}\ \text{m}
=5.3\ \mu\text{m},
\]
and the 1\% length is about 56 $\mu$m. This estimate leaves out the sideways spreading of heat in the oxide and the rise of resistivity with temperature.

\section{Controlled derivation}

\subsection{Heat balance}

The heat current in the $+x$ direction is $-k_mA\theta'$. A slice of length $dx$ therefore gains $k_mA\theta''dx$ by axial conduction. It also gains $j^2\rho A\,dx$ from Joule heating and loses $g\theta\,dx$ to the sink. In steady state
\begin{equation}
k_mA\theta''-g\theta+j^2\rho_0A(1+\alpha\theta)=0 .
\label{eq:balance}
\end{equation}
Using a local $g$ requires that $\theta$ vary slowly along $x$ on the scale of $d$.

\subsection{Leakage including the fringe}

Write $g=k_dS$, where $S$ is a dimensionless shape factor. In the dielectric let $y$ be the lateral coordinate and $z$ the depth, and set $u=y+iz$. The line covers $|y|<w/2$ at $z=0$, the rest of that surface is insulated, and the sink is at $z=d$. Consider the conformal map
\begin{equation}
\zeta=\tanh\frac{\pi u}{2d}.
\end{equation}
On $z=0$, $\zeta$ is real and lies between $-1$ and $1$. On $z=d$, the identity $\tanh(a+i\pi/2)=\coth a$ puts $\zeta$ on the real axis with $|\zeta|>1$. The slab thus becomes the upper half plane. The line occupies $|\zeta|<\kappa$, with
\begin{equation}
\kappa=\tanh\frac{\pi w}{4d},\qquad \kappa'=\sqrt{1-\kappa^2}=\operatorname{sech}\frac{\pi w}{4d},
\end{equation}
and the insulated surface occupies $\kappa<|\zeta|<1$.

A second map,
\begin{equation}
\omega=\int_0^\zeta\frac{ds}{\sqrt{(\kappa^2-s^2)(1-s^2)}},
\end{equation}
turns the half plane into a rectangle. Along the line, the substitution $s=\kappa t$ gives the half-width
\begin{equation}
\int_0^1\frac{dt}{\sqrt{(1-t^2)(1-\kappa^2t^2)}}=K(\kappa),
\end{equation}
the complete elliptic integral of modulus $\kappa$. Between $\kappa$ and $1$ the integrand is imaginary, so the path turns through a right angle. The substitution $s^2=1-\kappa'^2t^2$ shows that the length of this side is $K(\kappa')$.

Conformal maps preserve Laplace's equation, insulated boundaries and total heat flow. In the rectangle heat flows straight from the line to the sink, across a width $2K(\kappa)$ and a height $K(\kappa')$. Hence
\begin{equation}
S=\frac{2K(\kappa)}{K(\kappa')} .
\label{eq:S}
\end{equation}

For a wide line $\kappa'\to0$. With $t=\cos\chi$,
\[
K(\kappa)=\int_0^{\pi/2}\frac{d\chi}{\sqrt{\sin^2\chi+\kappa'^2\cos^2\chi}} .
\]
Split the integral at $\eta$, where $\kappa'\ll\eta\ll1$. The lower part is $\int_0^\eta d\chi/\sqrt{\chi^2+\kappa'^2}\approx\ln(2\eta/\kappa')$. The upper part is $\int_\eta^{\pi/2}d\chi/\sin\chi\approx\ln(2/\eta)$. Their sum is $\ln(4/\kappa')$. Since $\kappa'\approx2e^{-\pi w/4d}$ and $K(\kappa')\to\pi/2$,
\begin{equation}
S\approx\frac4\pi\left(\frac{\pi w}{4d}+\ln2\right)=\frac wd+\frac4\pi\ln2 .
\end{equation}
The first term is the straight-down flow of the estimate. The second is the fringe at the two edges.

\subsection{Healing length and plateau}

Define the healing length and plateau rise without resistive feedback, and the feedback parameter:
\begin{equation}
\Lambda_0=\sqrt{\frac{k_mA}{g}},\qquad
\theta_0=\frac{j^2\rho_0A}{g},\qquad \beta=\alpha\theta_0 .
\end{equation}
Dividing Eq.~(\ref{eq:balance}) by $k_mA$ and collecting the terms in $\theta$ gives
\begin{equation}
\theta''=\frac{(1-\beta)\theta-\theta_0}{\Lambda_0^2}
=\frac{\theta-\theta_p}{\Lambda^2},
\end{equation}
with, for $\beta<1$,
\begin{equation}
\Lambda=\frac{1}{\sqrt{1-\beta}}\sqrt{\frac{k_mwh}{k_dS}},\qquad
\theta_p=\frac{\theta_0}{1-\beta}.
\label{eq:Lambda}
\end{equation}
A hotter section generates more heat, which cancels part of its extra leakage. Both $\Lambda$ and $\theta_p$ therefore grow.

For $\beta>1$ the extra heating exceeds the extra leakage, and a long line has no stable plateau. A short line can still be held by its cold ends. With $q=\sqrt{\beta-1}/\Lambda_0$, the solution that vanishes at both ends is
\[
\theta=\frac{\theta_0}{\beta-1}\left[\frac{\cos qx}{\cos(qL/2)}-1\right],
\]
which diverges as $qL\to\pi$. This is thermal runaway within the linear resistivity law.

\subsection{Profile and midpoint criterion}

Return to $\beta<1$ and let both ends have the rise $\theta_e$. The difference $\theta-\theta_p$ is even in $x$ and obeys $f''=f/\Lambda^2$, so it is proportional to $\cosh(x/\Lambda)$. The end condition fixes the factor:
\begin{equation}
\theta(x)=\theta_p-(\theta_p-\theta_e)\frac{\cosh(x/\Lambda)}{\cosh(L/2\Lambda)} .
\label{eq:profile}
\end{equation}
For ends at the sink temperature, $\theta_e=0$ and $\delta=\operatorname{sech}(L/2\Lambda)$. The condition $\delta\le\varepsilon$ becomes
\begin{equation}
L\ge2\Lambda\operatorname{arccosh}\frac1\varepsilon\approx2\Lambda\ln\frac2\varepsilon .
\label{eq:criterion}
\end{equation}
The last form follows from $\operatorname{arccosh}X=\ln(X+\sqrt{X^2-1})\approx\ln2X$ for large $X$. The required length is $7.4\,\Lambda$ for 5\% and $10.6\,\Lambda$ for 1\%.

A uniform midpoint does not mean a uniform line. The part within $\varepsilon$ of the plateau satisfies $\cosh(x/\Lambda)\le\varepsilon\cosh(L/2\Lambda)$, so
\begin{equation}
|x|\le\Lambda\operatorname{arccosh}\left[\varepsilon\cosh\frac{L}{2\Lambda}\right]
\approx\frac L2-\Lambda\ln\frac1\varepsilon ,
\end{equation}
where the last form holds well beyond the threshold length. At 5\%, a stretch of about $3\Lambda$ is lost at each end.

In the opposite limit, $L\ll\Lambda$, and still with $\theta_e=0$, expanding both hyperbolic cosines in Eq.~(\ref{eq:profile}) to second order gives
\begin{equation}
\theta(x)\approx\frac{\theta_p}{2\Lambda^2}\left(\frac{L^2}{4}-x^2\right)
=\frac{j^2\rho_0}{2k_m}\left(\frac{L^2}{4}-x^2\right),
\end{equation}
because $\theta_p/\Lambda^2=\theta_0/\Lambda_0^2=j^2\rho_0/k_m$. Leakage and feedback both drop out at this order. The heat leaves through the ends, and the profile is a parabola with no plateau.

\section{Comparison for a copper test line}

Let the line above carry $j=10$ MA/cm$^2$ with the sink at 373 K. Rough values for thin copper are $\rho_0=2.5\ \mu\Omega$\,cm and a slope $d\rho/dT=0.0068\ \mu\Omega$\,cm/K, whose ratio is $\alpha=0.00272$ K$^{-1}$. The conductivity used above comes from the Wiedemann--Franz law, $k_m=\mathcal L T_0/\rho_0$, with $\mathcal L=2.443\times10^{-8}$ W\,$\Omega$/K$^2$.

For $w/d=2$, Eq.~(\ref{eq:S}) gives $S=2.88$, and the wide-line form agrees to that precision. The chain of results is
\begin{align}
g&=1.3\times2.882=3.75\ \text{W/(m\,K)},\\
\theta_0&=\frac{50.0\ \text{W/m}}{3.747\ \text{W/(m\,K)}}=13.3\ \text{K},\\
\beta&=0.00272\times13.34=0.036,\\
\Lambda&=\frac{4.41\ \mu\text{m}}{\sqrt{1-0.036}}=4.49\ \mu\text{m},\qquad
\theta_p=13.8\ \text{K}.
\end{align}
Here 50.0 W/m is $j^2\rho_0A$, and 4.41 $\mu$m is $\Lambda_0$. The fringe lowers the rough 5.3 $\mu$m by 17\%, and feedback then raises the result by 2\%. The rough estimate is thus 18\% above the model's $\Lambda$, and so is its 1\% length.

Equation~(\ref{eq:criterion}) requires 33 $\mu$m for 5\% and 48 $\mu$m for 1\%. At fixed current density and cross-section, the midpoint behaves as follows.

\begin{center}
\begin{tabular}{ccc}
$L$ ($\mu$m) & midpoint deficit & midpoint rise (K)\\
10 & 59\% & 5.6\\
20 & 21\% & 10.9\\
50 & 0.8\% & 13.7\\
100 & 0.003\% & 13.8
\end{tabular}
\end{center}

In the 50 $\mu$m line, only the central 23 $\mu$m lies within 5\% of the plateau. The rest contains the end gradients. These matter in an electromigration test because atomic diffusivity varies as $e^{-E_a/k_BT}$, with activation energy $E_a$. A small temperature difference $\Delta T$ changes it by the fraction $E_a\Delta T/(k_BT^2)$. A suitable $\varepsilon$ follows from the change that a given test can accept, with $\Delta T=\varepsilon\theta_p$.

\section{What the model leaves out}

\textbf{Axial conduction in the oxide.} Here $d/\Lambda=0.11$. A finite-volume calculation of the slowest mode decaying as $e^{-x/\lambda}$ in metal and oxide together, without feedback, gives $\lambda=4.42\ \mu$m. This is 0.2\% above $\Lambda_0$, so the one-dimensional balance is adequate.

\textbf{Substrate spreading.} Silicon is not a perfect sink. Treat the heat as entering it uniformly over a rectangle of length $L$ and width $W=Sd=1.44\ \mu$m. Each surface element carrying power $dQ$ contributes $dQ/(2\pi k_{\rm Si}r)$ to the rise at distance $r$. Integration to the centre, for $L\gg W$, gives the resistance for unit length of line
\[
R_{\rm Si}\approx\frac{1+\ln(2L/W)}{\pi k_{\rm Si}} .
\]
For $L=50\ \mu$m and a rough $k_{\rm Si}=110$ W/(m\,K), this is 5.7\% of the oxide resistance $1/g$.

\textbf{Interfaces.} A rough $10^{-8}$ m$^2$K/W at each oxide interface, spread uniformly over $w$ above and $W$ below, adds 6.3\%. The real flux crowds at the line edges, which brings the addition nearer 7\%. Putting silicon and interfaces in series with the oxide raises $\Lambda$ to 4.8 $\mu$m, the plateau rise to 15.6 K and the 1\% length to about 51 $\mu$m. These shifts indicate sizes only: the silicon temperature at one point depends on the heat entering all along the line, which a constant series resistance ignores. By the formula for $R_{\rm Si}$, each doubling of $L$ adds $\ln2/(\pi k_{\rm Si})$, or about 0.75\% of $1/g$. On silicon much thicker than $L$ the midpoint therefore keeps rising slowly with length, with no strict plateau to which a 1\% tolerance could refer. If the back of the silicon is held cold, the rise levels off once $L$ is well beyond the silicon thickness.

\textbf{Air.} A finite-volume solution with still air of conductivity 0.03 W/(m\,K), under a cold lid 2.5 $\mu$m above the metal, gives 2\% more leakage. This lowers $\Lambda$ by about 1\%.

\textbf{Warm pads.} Let each end open into a broad pad of the same thickness on the same oxide. Its rise obeys $\theta''+\theta'/r=\theta/\ell^2$, whose decaying solution is the modified Bessel function $K_0(r/\ell)$. If heat enters through a semicircle of radius $a=w/2$, the pad accepts $G\theta_e$, with
\[
G=\pi k_mh\,\frac{a}{\ell}\,\frac{K_1(a/\ell)}{K_0(a/\ell)} .
\]
For a long line, equating this to $k_mA(\theta_p-\theta_e)/\Lambda$ gives $\theta_e/\theta_p=[1+G\Lambda/(k_mA)]^{-1}=15\%$. With the original $\Lambda$, the 1\% length falls from 48 to 46 $\mu$m. Joule heating in the pad and the crowding of heat at the corners where the line meets it are left out. Both raise $\theta_e$, so 15\% is a low estimate.

\textbf{Setting beside real interconnects.} The example resembles a bare test structure, and its current density is well above ordinary circuit use. Circuit lines are usually embedded in dielectric, so heat also leaves through their sides and $S$ must be recomputed. Many use insulators that conduct heat less well than silicon dioxide. At fixed geometry and without feedback, a fourfold smaller $k_d$ doubles the healing length. The figure of roughly 50 $\mu$m for a 1\% midpoint therefore belongs to this cross-section, oxide and current, on an ideal heat sink. What carries over, wherever the one-dimensional balance holds with uniform properties and sink-temperature ends, is the ratio $L/\Lambda\approx10.6$.
